Why electron doping can soften A1′ more than E′ in MoS2

Q: When I gate a monolayer of MoS2 with electrons, the out-of-plane A1′ Raman line moves down and the in-plane E′ line hardly moves. I have been told that symmetry forbids the coupling of E′ to the doped electrons. Is that the whole reason?

A: It is one part of it. We need three things: which couplings symmetry allows, how an allowed coupling changes a force constant, and whether the electrons respond within a vibration period.

Take a free layer with its lattice constant held fixed. In A1′ the Mo atoms rest and the two sulphur planes move apart, each by u. In E′ both sulphur planes move together in the plane, by a vector v = (v_x, v_y) relative to Mo. With the centre of mass at rest, the inertias per cell are

M_A = 2M_S,  M_E = 2M_S M_Mo/(2M_S + M_Mo),

and the undoped force constants are D = Mω₀².

The added electrons occupy mainly the conduction-band minima at K and −K. A displacement shifts the energy E of such a state, and to first order

dE/du = ⟨ψ|∂H/∂u|ψ⟩.

This is the diagonal electron-phonon coupling. I call it the slope g, in eV/Å.

Q: Why does the slope vanish for E′ at K?

A: Rotate the whole crystal, displacement included, by 120° about a Mo atom. The energy cannot change. The rotation R turns K into an equivalent point, differing by a reciprocal-lattice vector, so for a nondegenerate band

E(K; Rv) = E(K; v).

Write the linear part as G·v. Then G·(Rv) = G·v for every v, so G is a vector unchanged by a 120° rotation in the plane. Such a vector is zero, and there is no linear E′ shift at K. The displacement u is unchanged by the rotation, so its slope may be nonzero.

The argument uses the position of the state and its nondegeneracy, not its orbital character. The d_z2 character of the band edge is therefore not what forbids the coupling.

A Slater-Koster model with displaced atoms shows this. It keeps the orbitals even under reflection in the Mo plane. In eV, the site energies are −1.5 for d_z2, −3.0 for the other two d orbitals, and −1.3 and −8.2 for in-plane and vertical sulphur p. The hoppings are pdσ = −2.6, pdπ = −1.4, ddσ = −0.9, ddπ = −0.5, ddδ = −0.4, ppσ = 0.7 and ppπ = 0.3. The lattice constant is 3.16 Å and the sulphur height 1.58 Å. The pd hoppings scale as the inverse fourth power of bond length, and the vertical S-S hoppings as the inverse cube. The state at K has 82% d_z2 weight. Its A1′ slope is −2.5 eV/Å; its E′ slope is 1.5×10⁻⁸ eV/Å, zero within numerical error. These parameters were not fitted to electron-phonon couplings, so I use the model for symmetry and rough sizes.

Q: But the electrons fill a pocket around K, and some may sit elsewhere.

A: Let x point from Γ to K, and let κ be the wave vector measured from K. The lowest E′ term away from K is bilinear in v and κ. Threefold rotation permits two combinations:

v_xκ_x + v_yκ_y  and  v_xκ_y − v_yκ_x.

Now apply the mirror x → −x followed by time reversal. The mirror gives v → (−v_x, v_y) and κ → (−κ_x, κ_y); time reversal then reverses the wave vector, giving κ → (κ_x, −κ_y). The point K returns to itself. The first combination changes sign and is forbidden, while the second survives:

δE = a(v_xκ_y − v_yκ_x).

In the Slater-Koster model a = 2.2 eV.

The next minima, called Q valleys, lie roughly halfway between Γ and K. There are six. A Q point is not fixed by threefold rotation, so the proof for K does not apply. The mirror combined with time reversal still fixes a Q point on the x axis and reverses v_x, which removes the slope along x but leaves the one along y. By rotation,

g_j = g_E v·e_j,

with e_j a unit vector perpendicular to the line from Γ to valley j. Opposite valleys have equal slopes by time reversal, so there are three pairs, with axes 120° apart. The Slater-Koster model gives g_E = 1.6 eV/Å at the midpoint. E′ is thus forbidden at the K edge but not for every doped electron.

Q: At K, then, A1′ is allowed and E′ is not. Surely that already gives the softening?

A: It does not, because the electron density is fixed. If all occupied states shift together, the chemical potential shifts with them and no electron changes its state.

Let valley group i have edge energy E_i(u), n_i electrons per cell, and thermal density of states χ_i = ∂n_i/∂μ. For rigid bands n_i depends on μ − E_i. The free energy at total density n is

F = μn + Ω(μ, u).

Since ∂Ω/∂μ = −n, changes of μ do not contribute to the first derivative, and

dF/du = Σ n_i g_i,  g_i = dE_i/du.

Differentiate again:

d²F/du² = Σ n_i E_i″ + Σ g_i dn_i/du,
dn_i/du = χ_i(dμ/du − g_i).

The total is fixed, so Σ dn_i/du = 0, which gives

dμ/du = Σχ_i g_i/Σχ_i = ḡ.

The last sum is therefore Σ χ_i g_i(ḡ − g_i). Write g_i = (g_i − ḡ) + ḡ. The part with the factor ḡ vanishes by the definition of the mean, leaving

d²F/du² = Σ n_i E_i″ − Σ χ_i(g_i − ḡ)².

The second term lowers the force constant by an amount S. It measures the spread of the slopes, not their size. With electrons near the K edges alone, the A1′ slopes are nearly equal and S is very small. For E′ the slopes at the edges are zero, so S is very small there too.

Q: Could the charge not flow from one part of the phonon wave to another?

A: Too slowly. With a wave vector equal to that of 532 nm light, v_F q/ω is 0.022 at 10¹³ cm⁻². In the time 1/ω an electron covers about 2% of the length 1/q. Collective motion is faster: in a free layer the two-dimensional plasmon at this q lies at about 0.85 of the A1′ frequency. Even so, a Drude response that includes the Coulomb field, damped with the 15 fs time used below, moves the line by less than 0.01 cm⁻¹ between 1 and 2×10¹³ cm⁻². The density can be treated as locally fixed.

Q: Then where does a strong A1′ softening come from?

A: In this model it comes from transfer between K and Q. Let the A1′ slopes be g_K and g_Q, with Δ = g_Q − g_K. The mean is

ḡ = (χ_K g_K + χ_Q g_Q)/(χ_K + χ_Q),

so the deviations are

g_K − ḡ = −χ_QΔ/(χ_K + χ_Q),
g_Q − ḡ = χ_KΔ/(χ_K + χ_Q).

Square these, weight them with χ_K and χ_Q, and add:

S_A = (χ_Kχ_Q² + χ_Qχ_K²)Δ²/(χ_K + χ_Q)²
  = χ_Kχ_QΔ²/(χ_K + χ_Q).

For E′ the K edges have zero slope and the three Q slopes add to zero, so ḡ = 0. Each pair carries χ_Q/3. The average of (v·e_j)² over three axes 120° apart is v²/2, hence

S_E = χ_Q g_E²/2.

In A1′ all six Q valleys move together against K. In E′ the Q valleys exchange electrons among themselves. Both terms need electrons in Q or within thermal reach of it.

Two limits show this. In the dilute limit χ_i = n_i/(k_BT). If p is the fraction of electrons in Q,

S_A = n p(1 − p)Δ²/(k_BT),  S_E = n p g_E²/(2k_BT).

At zero temperature with the Fermi level below the Q edge, χ_Q = 0 and both terms vanish. What then remains for E′ from redistribution is the linear term inside the K pockets. The angular average of (v_xκ_y − v_yκ_x)² is v²κ²/2, and κ² = 2mε/ħ² at energy ε above the edge. With N_K the constant density of states and f the occupation,

S_near K = N_K ∫(−∂f/∂ε)(a²/2)(2mε/ħ²) dε
  = (ma²/ħ²)N_K ∫f dε = n_K ma²/ħ².

The second line follows by integration by parts.

Q: Can electrons change valley within one vibration?

A: That needs scattering. Let x electrons per cell move from K to Q. The transfer raises the chemical potential of Q by x/χ_Q and lowers that of K by x/χ_K. The energy is then

U = Du²/2 + Δux + x²/(2χ_T),  1/χ_T = 1/χ_K + 1/χ_Q.

I measure u from its new equilibrium, which removes the constant force. At fixed u, the minimum lies at x = −χ_TΔu. Suppose x relaxes towards it in a time τ:

dx/dt = −(x + χ_TΔu)/τ.

For motion as exp(−iωt),

x = −χ_TΔu/(1 − iωτ).

Insert this in M d²u/dt² = −Du − Δx and use S_A = χ_TΔ²:

Mω² = D − S_A/(1 − iωτ).

For S_A ≪ D put ω = ω₀ + δω on the left, so that Mω² ≈ D + 2Mω₀δω. With Mω₀² = D and 1/(1 − iz) = (1 + iz)/(1 + z²),

δω = −(S_Aω₀/2D)(1 + iω₀τ)/(1 + ω₀²τ²).

The real part is the softening. The imaginary part is minus the amplitude decay rate; twice that rate is the added full linewidth,

(S_Aω₀/D) ω₀τ/(1 + ω₀²τ²).

Fast scattering, ω₀τ ≪ 1, gives the adiabatic shift −S_Aω₀/(2D). Without scattering, the redistribution softening disappears, however large Δ is. I use the same relation for E′, with its own S, D and ω₀, and assume the same τ.

Q: Put numbers in.

A: Take 300 K, masses 0.45 m_e at K and 0.60 m_e at Q, a Q edge 100 meV above K, and τ = 15 fs. I neglect the spin splitting at K and keep one spin branch at Q. The bare lines are at 405 and 385 cm⁻¹. The band and phonon inputs are rough values for the MoS2 regime. The relaxation time is an assumption, and a short one: ħ/τ is 44 meV, more than k_BT, so treating the band edges as sharp is itself an approximation. The A1′ slopes are set to g_K = −2.5 and g_Q = 1.5 eV/Å, so Δ = 4 eV/Å, and g_E = 1 eV/Å. The two slopes at Q are assumptions, and the ratio of the shifts depends on them.

At 10¹³ cm⁻² there are 0.00865 electrons per cell, 6.5% of them in Q. The thermal densities of states are χ_K = 0.2009 and χ_Q = 0.0213 per eV per cell. Hence

S_A = 0.2009 × 0.0213 × 4²/0.2222 = 0.308 eV/Å²,
S_E = 0.0213 × 1²/2 = 0.011 eV/Å².

The force constants are 38.7 and 21.0 eV/Å². The adiabatic A1′ shift is

−405 × 0.308/(2 × 38.7) = −1.6 cm⁻¹,

and that of E′ is −0.10 cm⁻¹. For A1′, ω₀τ = 1.14, which multiplies the shift by 0.43. The results are −0.70 cm⁻¹ for A1′ and −0.045 cm⁻¹ for E′, a ratio of about 16. The added linewidths are 1.6 and 0.10 cm⁻¹.

The shifts depend strongly on τ. At 50 fs the A1′ shift is only −0.10 cm⁻¹, and at 100 fs it is −0.03 cm⁻¹. With these slopes, transfer gives a clear softening only if scattering between K and Q is very fast.

Had I let the density change and counted the K coupling alone, I would have found −χ_K g_K²ω₀/(2D) = −6.6 cm⁻¹ for A1′. At fixed density that shift is absent.

With all other inputs held, the A1′ shift is −0.29, −0.70 and −1.9 cm⁻¹ at 0.5, 1 and 2×10¹³ cm⁻². It grows faster than the density because the rising chemical potential brings more of Q into play. The ratio of the two shifts falls from 16 to 14, since the only density-dependent factor in S_A/S_E is χ_K/(χ_K + χ_Q), which decreases as Q fills.

Q: You chose a large Δ and a small g_E. Have you not put in the answer?

A: The ratio, yes. The formulas show what must be true for A1′ to win. With the other inputs held at 10¹³ cm⁻², the shifts become equal at g_E = 3.95 eV/Å, almost the value of |Δ|. The ratio varies as (Δ/g_E)², so a tenfold stronger A1′ softening needs |Δ| of about 3.2|g_E|.

The Slater-Koster slopes do not meet this condition. They give g_K = −2.5 and g_Q = −3.7 eV/Å, hence |Δ| = 1.3 eV/Å from the unrounded slopes, against g_E = 1.6 eV/Å. Put into the same valley model, they yield −0.07 cm⁻¹ for A1′ and −0.12 cm⁻¹ for E′, which is the opposite order. These slopes are taken at the midpoint and change along the line from Γ to K. At the model's own Q minimum, 0.61 of the way to K, |Δ| is 1.35 and g_E is 1.37 eV/Å, and both shifts are about −0.08 cm⁻¹; A1′ does not win there either. Since that model is uncalibrated, this does not settle the case of MoS2. It does show that symmetry alone does not establish the observed order. One needs couplings at K and Q from a reliable first-principles calculation, or a measurement that separates them.

Q: What else changes the frequencies?

A: Two other terms matter. At 10¹³ cm⁻² each is larger than the redistribution shift for E′. With τ = 15 fs each is smaller than the transfer shift for A1′, but the transfer shift falls below the first at τ ≈ 26 fs and below the second at τ ≈ 36 fs. The first is the curvature term nE″, which shifts a line by +nE″ω₀/(2D). With the Slater-Koster curvatures at K, 7.2 and 3.8 eV/Å², it is +0.33 cm⁻¹ for A1′ and +0.30 cm⁻¹ for E′.

The second follows from the constant force Σn_i g_i. It moves each sulphur plane to

u₀ = −(n_K g_K + n_Q g_Q)/D_A,

which is 0.0005 Å outward. E′ has no such displacement, because its forces cancel among the valleys. But the stretched bonds change both force constants. Mo-S bonds alone, described by a Morse potential with exponent 1.5 Å⁻¹ and a strength fitted separately to each bare frequency, give −0.19 cm⁻¹ for A1′ and −0.27 cm⁻¹ for E′. Such bonds cannot fit both frequencies at once; one common strength gives −0.19 and −0.33 cm⁻¹ if fitted to A1′, or −0.15 and −0.27 cm⁻¹ if fitted to E′. The linear term near K adds −0.02 cm⁻¹ to E′ in the adiabatic limit with the mass 0.45 m_e. The Slater-Koster model that supplies a has a heavier mass at K, 0.82 m_e, and a sum over its K pocket at 300 K gives about −0.06 cm⁻¹.

For E′ the curvature and bond terms nearly cancel, but both are rough estimates and I would not rely on that. For A1′ they leave a net softening of about 0.6 cm⁻¹ with the assumed slopes and τ = 15 fs; beyond about 43 fs the net shift would be a hardening. Neither correction favours the softening of A1′ over that of E′: the curvature term raises A1′ slightly more, and the bond term lowers it less. The first of these orders depends on the assumed scaling of the hoppings: with an inverse fifth power of bond length the curvature shifts are +0.42 and +0.46 cm⁻¹, a slight preference the other way. The values that follow are for the fourth power. Their sum is +0.14 cm⁻¹ for A1′ and +0.03 cm⁻¹ for E′.

Q: How does this compare with a real gated layer?

A: Measured A1′ softenings are roughly a few cm⁻¹ at densities somewhat above 10¹³ cm⁻², with a much smaller E′ change. The model's −1.9 cm⁻¹ at 2×10¹³ cm⁻² is of that order, but it rests on the assumed slopes and the short τ, and is no confirmation of them. The result also depends strongly on the K-Q offset. The offset responds to strain, and real devices are supported and often strained, whereas the model layer is free and clamped. At 10¹³ cm⁻², changing the offset from 100 to 60 meV moves the A1′ shift from −0.70 to −1.8 cm⁻¹; at 200 meV it is −0.02 cm⁻¹. With an offset that large, K-Q transfer cannot explain a clear softening at this density, and the other terms would have to be calculated properly.

Q: What could I measure to test the transfer mechanism?

A: Look at the A1′ linewidth together with its shift. If transfer dominates, the ratio of added full width to softening is 2ω₀τ, whatever the values of Δ and χ. Here it is 1.6/0.70, or about 2.3. The curvature and bond terms shift the line without adding width in this description, so they disturb the ratio and must be small or subtracted. Starting from an offset of 100 meV, strain that brings Q closer to K should strengthen the softening at fixed density, provided the slopes and τ change little. In this model the gain ends when the offset has fallen to about 20 meV; beyond that the softening weakens again.

Values computed for the example and the checks

```
SLATER-KOSTER MODEL (uncalibrated)
d_z2 weight at K: 0.824
A1' slope at K: -2.455 eV/A
largest E' slope at K: 1.5e-08 eV/A
linear E' coefficient a near K: 2.161 eV
A1' slope at Q: -3.709 eV/A
E' slope at Q, v perpendicular to Q: 1.636 eV/A
edge curvature at K, A1': 7.21 eV/A^2
edge curvature at K, E': 3.77 eV/A^2
VALLEY MODEL INPUTS (rough or assumed)
temperature 300 K, kT 25.85 meV
masses K, Q: 0.45, 0.60 m_e
K-Q offset: 100 meV; tau: 15 fs
bare A1', E': 405, 385 cm^-1
assumed A1' slopes K, Q: -2.5, 1.5 eV/A
assumed E' slope at Q: 1.0 eV/A
cell area: 8.648 A^2
stiffness A1', E': 38.68, 20.95 eV/A^2
AT DENSITY 1e13 cm^-2
electrons per cell: 0.00865; share in Q: 0.0646
chemical potential above K edge: 12.44 meV
chi_K, chi_Q: 0.2009, 0.0213 per eV per cell
S_A, S_E: 0.3077, 0.01063 eV/A^2
omega*tau for A1': 1.144; factor 0.433
A1' shift if density were not fixed, K only: -6.58 cm^-1
adiabatic A1' shift: -1.611 cm^-1
adiabatic E' shift: -0.098 cm^-1
added linewidth A1', E': 1.596, 0.097 cm^-1
E' slope at Q giving equal shifts: 3.95 eV/A
SHIFTS WITH RELAXATION: density, A1', E' (cm^-1), ratio
5.0e+12 cm^-2: -0.287, -0.0178, 16.2
1.0e+13 cm^-2: -0.698, -0.0447, 15.6
2.0e+13 cm^-2: -1.911, -0.1373, 13.9
SENSITIVITY AT 1e13 cm^-2: A1', E' (cm^-1)
K-Q offset 60 meV: -1.8254, -0.14724
K-Q offset 200 meV: -0.0184, -0.00107
Slater-Koster slopes instead: -0.0685, -0.1198
NEGLECTED EFFECTS AT 1e13 cm^-2
static outward S displacement: 0.501 mA (1e-3 A)
assumed Morse exponent: 1.5 per A
anharmonic shift A1', E': -0.189, -0.271 cm^-1
curvature shift A1': 0.327 cm^-1
curvature shift E': 0.300 cm^-1
E' adiabatic shift near K: -0.0205 cm^-1
v_F*q/omega at 532 nm light: 0.0223
```
